# Half the bilayer splitting is not generally the bare interlayer hopping

Put two identical semiconductor layers on top of each other to form a bilayer channel. In the simplest case, a band edge that was a single level in the monolayer becomes a pair: a bonding state, spread over both layers with the same sign, and an antibonding state, with opposite signs. The splitting of the pair can be read off a band structure. Is half of it the matrix element of the Hamiltonian between an orbital on one layer and the same orbital on the other? And does the monolayer level lie midway between the two states?

Both answers are yes in the simplest two-level model, which has levels $\alpha\pm\beta$. That model assumes that the two layer orbitals are orthogonal and that $\alpha$ is the monolayer level. Orbitals taken from isolated layers have tails that reach into the neighbouring layer, and they generally overlap. The following bilayer shows what this does.

## A bilayer that can be worked out

Consider the motion along $z$, perpendicular to the layers, at one fixed in-plane wavevector, the band edge. Energies are measured from the vacuum level. Each layer is an attractive well

$$v(z)=-V_0\,\mathrm{sech}^2(z/w),\qquad V_0=\frac{12K}{w^2},\qquad K=\frac{\hbar^2}{2m},$$

with $m$ the free-electron mass. This depth makes the monolayer ground state simple. Try $\phi=N\,\mathrm{sech}^3x$ with $x=z/w$. Since $d\phi/dx=-3\tanh x\,\phi$, a second derivative gives

$$\frac{d^2\phi}{dx^2}=-3\,\mathrm{sech}^2x\,\phi+9\tanh^2x\,\phi=9\phi-12\,\mathrm{sech}^2x\,\phi ,$$

where $\tanh^2x=1-\mathrm{sech}^2x$ was used. Multiplying by $-K/w^2$ gives the kinetic term. Its part $+12(K/w^2)\,\mathrm{sech}^2x\,\phi$ cancels the potential term, and what remains is

$$-K\phi''+v\phi=\varepsilon_0\phi,\qquad \varepsilon_0=-\frac{9K}{w^2}.$$

The function has no node, so it is the ground state. Because $\int\mathrm{sech}^6x\,dx=16/15$, normalization requires $N^2=15/(16w)$.

Take $w=0.25$ nm. With $K=0.0381$ eV nm², the depth is $V_0=12(0.0381)/0.0625=7.315$ eV and the monolayer level is $\varepsilon_0=-9(0.0381)/0.0625=-5.486$ eV.

Now place layer A at $z=-d/2$ and layer B at $z=+d/2$, with $d=0.62$ nm. The bilayer Hamiltonian is $H=T+v_A+v_B$, where $T$ is the kinetic energy. The orbitals $\phi_A,\phi_B$ are the monolayer orbitals centred on the two layers, both real and positive. Three numbers describe them:

$$S=\langle A|B\rangle,\qquad \alpha=\langle A|H|A\rangle=\langle B|H|B\rangle,\qquad \beta=\langle A|H|B\rangle .$$

Here $\beta$ is the bare hopping element. Integration over $z$ gives

$$S=0.03832,\qquad \alpha=-5.7792\ \text{eV},\qquad \beta=-0.3145\ \text{eV}.$$

Restrict the wavefunction to combinations of $\phi_A$ and $\phi_B$. By mirror symmetry the stationary combinations are $\phi_A\pm\phi_B$. The energy of each is its expectation value divided by its norm. The numerator is $\alpha+\alpha\pm2\beta$ and the norm is $1+1\pm2S$, so

$$E_\pm=\frac{\alpha\pm\beta}{1\pm S}.$$

With the numbers above,

$$E_+=\frac{-5.7792-0.3145}{1.03832}=-5.8688\ \text{eV},\qquad
E_-=\frac{-5.7792+0.3145}{0.96168}=-5.6825\ \text{eV}.$$

The splitting is 0.186 eV and half of it is 0.093 eV. The bare hopping has magnitude 0.3145 eV, which is 3.4 times as large. The midpoint is $-5.776$ eV, 0.289 eV below the monolayer level. Both answers suggested by the orthogonal model fail here, although the overlap is only 4 per cent.

## The general statement

Let two layers be exchanged by a symmetry, and let each contribute one real normalized orbital, with $|S|<1$ and real $\beta$. Within the space of these two orbitals, define the signed half-splitting $\tau=(E_+-E_-)/2$ and the midpoint $M=(E_++E_-)/2$. Then

$$\tau=\frac{\beta-\alpha S}{1-S^2},\qquad M=\frac{\alpha-\beta S}{1-S^2},\qquad \beta=\tau+MS .$$

The last relation shows what separates the bare hopping from the half-splitting: the product of the overlap and the midpoint energy.

**Proof.** Put the two levels over the common denominator $(1+S)(1-S)=1-S^2$. For the difference,

$$\tau=\frac{(\alpha+\beta)(1-S)-(\alpha-\beta)(1+S)}{2(1-S^2)} .$$

The numerator expands to $\alpha-\alpha S+\beta-\beta S-\alpha-\alpha S+\beta+\beta S$. The two terms in $\alpha$ cancel, and so do the two terms in $\beta S$. The numerator is $2\beta-2\alpha S$, which gives the stated $\tau$. For the sum,

$$M=\frac{(\alpha+\beta)(1-S)+(\alpha-\beta)(1+S)}{2(1-S^2)}=\frac{2\alpha-2\beta S}{2(1-S^2)} .$$

Finally,

$$\tau+MS=\frac{\beta-\alpha S+\alpha S-\beta S^2}{1-S^2}=\beta .\qquad\blacksquare$$

If $S=0$, these reduce to $\tau=\beta$ and $M=\alpha$, the orthogonal result. For nonzero $S$, the condition for $\beta\approx\tau$ is $|MS|\ll|\tau|$. It is not enough that $S$ be small compared with 1. In the example $MS=(-5.776)(0.0383)=-0.221$ eV, more than twice $\tau=-0.093$ eV.

## Why a bare hopping cannot be a splitting

The product $MS$ contains an energy measured from vacuum, and the zero of energy is a convention. Move the zero to $u$, so that $H$ becomes $H-u$. The elements change to

$$\alpha\to\alpha-u,\qquad \beta\to\langle A|H-u|B\rangle=\beta-uS .$$

The combination in the splitting does not change:

$$(\beta-uS)-(\alpha-u)S=\beta-\alpha S .$$

A splitting is independent of the zero, whereas the bare hopping between overlapping orbitals depends on it. The two therefore cannot be equal in general. For the same bilayer, the bare element is

- $-0.3145$ eV with the zero at vacuum;
- $-0.1043$ eV with the zero at the monolayer level;
- $-0.0930$ eV with the zero at $\alpha$;
- $-0.0932$ eV with the zero at the midpoint.

The last value has the magnitude of the half-splitting, and the reason follows from $\beta=\tau+MS$, which gives

$$\beta-uS=\tau+(M-u)S .$$

At $u=M$ the right side is $\tau$. The magnitudes also agree if the right side is $-\tau$, which requires $(M-u)S=-2\tau$, or $u=M+2\tau/S$. In the example this second zero lies at $-10.64$ eV, where the bare element is $+0.0932$ eV. It has no physical role. These are the two solutions of $|\beta-uS|=|\tau|$ when $S$ and $\tau$ are both nonzero.

With the zero at $\alpha$, the bare element is $\beta-\alpha S=\tau(1-S^2)$. It then differs from the half-splitting by the relative amount $S^2$, here 0.15 per cent. So the usual rule is a good approximation for weakly overlapping orbitals if the hopping is measured from the layer's own diagonal element.

## Where the midpoint goes

There are two reference levels, and they must be kept apart. The first is $\alpha$, the energy of a layer orbital in the presence of the other layer. From the formula for $E_\pm$,

$$E_+-\alpha=\frac{\alpha+\beta-\alpha-\alpha S}{1+S}=\frac{\beta-\alpha S}{1+S},\qquad
E_--\alpha=\frac{\alpha-\beta-\alpha+\alpha S}{1-S}=-\frac{\beta-\alpha S}{1-S}.$$

For $S>0$ the second denominator is smaller, so the antibonding level moves further than the bonding level. In the example the bonding level falls by 0.0896 eV and the antibonding level rises by 0.0968 eV. Since $\tau<0$ here, the midpoint rises above $\alpha$. Half the sum of the two shifts is

$$M-\alpha=\frac{\beta-\alpha S}{2}\left(\frac1{1+S}-\frac1{1-S}\right)=\frac{\beta-\alpha S}{2}\,\frac{-2S}{1-S^2}=-S\tau .$$

This shift is due to overlap, and it is nonzero whenever $S$ and $\tau$ are.

The second reference is the monolayer level $\varepsilon_0$. Use $(T+v_A)\phi_A=\varepsilon_0\phi_A$ to obtain

$$\alpha=\langle A|T+v_A|A\rangle+\langle A|v_B|A\rangle=\varepsilon_0+c,\qquad c=\langle A|v_B|A\rangle .$$

The neighbour's potential shifts the orbital by $c$ even before any hybridization. Altogether,

$$M-\varepsilon_0=c-S\tau .$$

Here $c=-0.2928$ eV and $-S\tau=+0.0036$ eV, with sum $-0.289$ eV. Overlap does shift the midpoint, but in this bilayer nearly all the displacement from the monolayer level comes from the neighbour's potential. If $c$ happened to equal $S\tau$, the midpoint would coincide with the monolayer level in spite of the overlap.

## What the splitting measures

The same identity explains the large bare hopping. Letting $T+v_A$ act to the left on $\phi_A$ would give $\varepsilon_0S$ plus an element of $v_B$; letting $T+v_B$ act on $\phi_B$ gives

$$\beta=\varepsilon_0S+J,\qquad J=\langle A|v_A|B\rangle .$$

The numbers are $\varepsilon_0S=-0.2102$ eV and $J=-0.1043$ eV. Two thirds of $\beta$ is the monolayer energy multiplied by the overlap, a term that vanishes if the energy zero is put at the monolayer level. Insert $\alpha$ and $\beta$ into $\tau$:

$$\tau=\frac{\varepsilon_0S+J-(\varepsilon_0+c)S}{1-S^2}=\frac{J-cS}{1-S^2}.$$

The large term has cancelled. The remainder is $-0.1043+(0.2928)(0.0383)=-0.0931$ eV, and division by $1-S^2=0.9985$ leaves $-0.093$ eV within rounding.

The quantity $\tau$ is itself a hopping element, but between different orbitals. Collect $\alpha,\beta$ in the matrix $\mathbf H$ and $1,S$ in the overlap matrix $\mathbf O$. Both have the eigenvectors $(1,\pm1)/\sqrt2$, with eigenvalues $\alpha\pm\beta$ and $1\pm S$. The symmetrically orthogonalized matrix $\mathbf O^{-1/2}\mathbf H\mathbf O^{-1/2}$ therefore has the same eigenvectors and the eigenvalues $(\alpha\pm\beta)/(1\pm S)=E_\pm$. A symmetric two-by-two matrix with these eigenvectors has diagonal element $(E_++E_-)/2=M$ and off-diagonal element $(E_+-E_-)/2=\tau$. Half the splitting is thus the magnitude of the hopping between the orthogonalized layer orbitals.

This matters when a splitting is used to set a model parameter. The value $-0.093$ eV belongs in an orthogonal model with on-site energy $M$. Suppose it is entered instead as $\beta$ in the nonorthogonal model, with $\alpha=-5.779$ eV and $S=0.0383$ retained. Then $\beta-\alpha S=-0.093+0.221=+0.128$ eV. The half-splitting comes out near 0.13 eV, and its sign is reversed: the even state would lie above the odd one.

## Larger spacing does not rescue the bare element

One might expect the discrepancy to vanish as the layers separate, since $S\to0$. The table keeps the wells and the vacuum zero fixed and changes the spacing alone. The last column comes from a solution on a grid in $z$ that is not restricted to two orbitals.

| $d$ (nm) | $S$ | $\lvert\beta\rvert$ (eV) | $\lvert\tau\rvert$ (eV) | grid (eV) |
|---|---|---|---|---|
| 0.62 | 3.8e-2 | 0.3145 | 0.0932 | 0.1223 |
| 0.80 | 7.1e-3 | 0.0525 | 0.0133 | 0.0150 |
| 1.00 | 9.3e-4 | 6.40e-3 | 1.31e-3 | 1.36e-3 |
| 1.40 | 1.2e-5 | 7.93e-5 | 1.11e-5 | 1.11e-5 |

The ratio $|\beta|/|\tau|$ grows from 3.4 to 7.2. The orbital tails explain this. Between well-separated layers, $\phi_A\propto e^{-3(z+d/2)/w}$ and $\phi_B\propto e^{-3(d/2-z)/w}$, so their product is proportional to $e^{-3d/w}$ and does not depend on $z$. Integrated across the gap, it gives $S$ a leading dependence $d\,e^{-3d/w}$. In $J$ the product is weighted by $v_A$, which is confined to layer A, so $J$ has the factor $e^{-3d/w}$ without the extra $d$. At large spacing $\tau\approx J$, and $|MS/\tau|$ grows linearly with $d$. Both $\beta$ and $\tau$ vanish, but their ratio does not approach 1 with this energy zero.

The last two columns show the cost of using one rigid orbital per layer. At 0.62 nm the two-orbital half-splitting is 24 per cent below the grid value; at 1.40 nm it is 0.3 per cent below. The grid levels at 0.62 nm are $-5.932$ and $-5.687$ eV. Allowing the wavefunction to change shape lowers the bonding state by 0.063 eV and the antibonding state by only 0.005 eV, which widens the splitting.

This limits what the example can show. The vacuum-zero element, 0.3145 eV, remains far from the grid half-splitting of 0.122 eV. The difference between 0.104 eV, found with the monolayer zero, and 0.093 eV is smaller than the two-orbital error of 0.029 eV. Likewise, the overlap shift of 0.0036 eV is smaller than the midpoint error of 0.034 eV. These finer distinctions are properties of the two-orbital problem, not predictions for the full one.

## When the layers are no longer equivalent

A gate field makes the layers inequivalent, and then half the splitting is not even $|\tau|$. Let the field change the diagonal elements to $\alpha-\delta$ and $\alpha+\delta$. The off-diagonal element is unchanged, because $\phi_A\phi_B$ is even in $z$ and the field's potential energy is odd. Put the energy zero at $M$. The diagonal elements become $S\tau\mp\delta$, since $\alpha-M=S\tau$, and the off-diagonal element becomes $\tau$. The levels satisfy

$$(S\tau-E)^2-\delta^2=(\tau-ES)^2 .$$

Expanding both sides gives

$$S^2\tau^2-2S\tau E+E^2-\delta^2=\tau^2-2S\tau E+S^2E^2 .$$

The terms linear in $E$ cancel. Collecting the rest, $E^2(1-S^2)=\tau^2(1-S^2)+\delta^2$, so

$$E=\pm\sqrt{\tau^2+\frac{\delta^2}{1-S^2}} .$$

For a field of 1 MV/cm inside the bilayer, which is 0.1 V/nm, the layers differ by $2\delta=0.062$ eV. The two-orbital half-splitting rises from 0.093 to 0.098 eV. On the grid, where the states are free to change shape, it rises less, from 0.122 to 0.126 eV. For $|\delta|\gg|\tau|$ it mainly measures the energy difference between the layers and says little about hopping.

## Beside a real bilayer

The spacing of about 0.6 nm and the level several electronvolts below vacuum are of the same order as for the zone-centre valence state of MoS₂. The splitting of that state in the real bilayer is, as a rough figure, several tenths of an electronvolt, so the model's values, 0.19 eV with two orbitals and 0.24 eV on the grid, are low. A real layer has three atomic planes and several orbitals, which a single smooth well does not represent; the model cannot say how much of the difference this causes. Other omissions can be sized, each with the remaining settings fixed. Increasing the spacing by 0.01 nm lowers the half-splitting by about 10 per cent: 0.009 eV with two orbitals, 0.013 eV on the grid. Suppose that both bands are filled and that their states have the same profile along $z$ at every in-plane wavevector, which is a simplification for MoS₂. With the two rigid orbitals, overlap then pushes electrons out of the gap. For a cell constant of roughly 0.32 nm, the first-order, unscreened electrostatic effect of this alone changes the half-splitting by 0.002 eV and the midpoint by $-0.031$ eV, the latter again larger than the direct overlap shift. This is not the size of the whole electrostatic effect. With the grid states the neighbour's attraction draws charge into the gap instead, about 0.1 electron per cell, and the same estimate gives $-0.44$ eV for the half-splitting and about $+4$ eV for the midpoint. Shifts that large are beyond first order: fixed wells cannot be trusted once the bands are filled, and the potential would have to be found self-consistently. Exchange, correlation and full self-consistency are left out. The thermal energy at 300 K, 0.026 eV, is well below the splitting of 0.186 eV. The two-orbital values are given in full in the numerical output.

What carries over to a real bilayer is the relation between the quantities, provided that one orbital per layer suffices and the layers are equivalent. A measured or computed splitting then fixes $|\tau|$. To obtain a bare hopping from it, one also needs the sign of $\tau$, the overlap, and the midpoint energy on the stated energy scale.

## Computed values

```
well width parameter w = 0.25 nm
layer spacing = 0.62 nm
hbar^2/(2m) = 0.038100 eV nm^2
well depth V0 = 7.3152 eV
monolayer level, formula = -5.4864 eV
monolayer level, full grid = -5.4864 eV
overlap S = 0.03832 (no unit)
neighbour-potential shift c = -0.2928 eV
potential transfer integral J = -0.1043 eV
monolayer level times S = -0.2102 eV
same-layer element alpha = -5.7792 eV
bare hopping beta, vacuum zero = -0.3145 eV
beta - alpha*S = -0.0930 eV
orthogonal hopping tau = -0.0932 eV
bonding level = -5.8688 eV
antibonding level = -5.6825 eV
full splitting = 0.1864 eV
half-splitting = 0.0932 eV = 93.2 meV
|beta| / half-splitting = 3.375 (no unit)
bonding shift from alpha = -0.0896 eV
antibonding shift from alpha = 0.0968 eV
midpoint = -5.7756 eV
midpoint minus monolayer level = -0.2893 eV
overlap part of midpoint shift = 0.00357 eV
zero at monolayer level: -5.4864 eV; bare element -0.1043 eV
zero at same-layer element: -5.7792 eV; bare element -0.0930 eV
zero at midpoint: -5.7756 eV; bare element -0.0932 eV
zero at second special zero: -10.6398 eV; bare element 0.0932 eV
full-grid bonding level = -5.9316 eV
full-grid antibonding level = -5.6870 eV
full-grid half-splitting = 0.1223 eV
full-grid midpoint minus monolayer = -0.3229 eV
two-orbital error in half-splitting = -0.0291 eV
two-orbital error in midpoint = 0.0336 eV
scan: spacing nm | S | |beta| eV | half eV | full-grid half eV
0.62 | 3.832e-02 | 3.145e-01 | 9.319e-02 | 1.223e-01
0.80 | 7.053e-03 | 5.251e-02 | 1.330e-02 | 1.501e-02
1.00 | 9.252e-04 | 6.396e-03 | 1.307e-03 | 1.356e-03
1.40 | 1.244e-05 | 7.934e-05 | 1.107e-05 | 1.110e-05
field inside bilayer = 1.0 MV/cm
layer energy difference from field = 0.0620 eV
half-splitting with field = 0.0982 eV
increase of half-splitting by field = 0.00503 eV
spacing increase tested = 0.01 nm
resulting half-splitting change = -0.0090 eV
thermal energy at 300 K = 0.0259 eV
rough in-plane cell constant = 0.32 nm
Hartree change of half-splitting = 0.0018 eV
Hartree change of midpoint = -0.0309 eV
```
